\section*{Choosing the ZORA reference energy for single levels and valence bands}

\section*{Setting}

An electron moves in a fixed local potential $V$. Atomic units are used, and energies exclude the rest energy. With upper component $\phi$ and lower component $\chi$, the Dirac equation is
\begin{align}
V\phi+c\,\sigma\!\cdot\!p\,\chi&=E\phi, \label{upper}\\
c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi&=E\chi. \label{lower}
\end{align}
The zeroth-order regular approximation (ZORA) replaces this pair by
\begin{equation}
\left[V+\sigma\!\cdot\!p\,\frac{c^2}{2c^2-V}\,\sigma\!\cdot\!p\right]\phi=\varepsilon\phi .
\label{zora}
\end{equation}
Here $V$ occurs in a denominator, so the result depends on where the zero of the potential is put. The problem is to turn this dependence into a useful choice.

Let $w$ be a constant reference energy, and write
\[
D_w=2c^2+w-V .
\]
We assume $D_w>0$ everywhere. The potential is bounded above and may have attractive Coulomb singularities with $Z<c$. States are discrete levels, or band levels at fixed crystal momentum $k$, with finite kinetic energy. Boundary terms then vanish when $\sigma\cdot p$ is moved from one side of an inner product to the other. The potential is held fixed when $w$ changes; its self-consistent response is not treated.

\section*{(a) A reference that reproduces a level}

\textit{Build ZORA with $V-w$ in place of $V$, and add $w$ back to the eigenvalue. For which $w$ does it reproduce a Dirac level $E$, and what part of the Dirac state does it give?}

\subsection*{Solution}

With $V\to V-w$, the denominator in \eqref{zora} becomes $2c^2-(V-w)=D_w$. If the eigenvalue is $\varepsilon_w$, the energy on the original scale is $\mu(w)=\varepsilon_w+w$. Adding $w\phi_w$ to both sides gives
\begin{equation}
H(w)\phi_w=\mu(w)\phi_w,\qquad
H(w)=V+\sigma\!\cdot\!p\,\frac{c^2}{D_w}\,\sigma\!\cdot\!p .
\label{Hw}
\end{equation}

Now solve \eqref{lower} for the lower component. Collecting the terms in $\chi$ gives $c\,\sigma\cdot p\,\phi=(2c^2+E-V)\chi$, so
\begin{equation}
\chi=\frac{c\,\sigma\!\cdot\!p\,\phi}{D_E}.
\label{chi}
\end{equation}
Inserting this in \eqref{upper} yields
\[
\left[V+\sigma\!\cdot\!p\,\frac{c^2}{D_E}\,\sigma\!\cdot\!p\right]\phi=E\phi,
\qquad\text{that is,}\qquad H(E)\phi=E\phi .
\]
Thus $w=E$ gives $\mu(E)=E$, and the eigenfunction is the Dirac upper component.

Conversely, suppose $H(w)\phi=w\phi$. Define $\chi=c\,\sigma\cdot p\,\phi/D_w$. This definition is \eqref{lower} with $E=w$, and the eigenvalue equation becomes \eqref{upper} with $E=w$. The pair is therefore a Dirac solution. A level is reproduced by its own energy as reference, and a ZORA eigenvalue equal to its reference is a Dirac energy.

The statement concerns that level. Other eigenvalues of the same $H(w)$ are generally approximate. A density made from $\phi$ alone also lacks the contribution $|\chi|^2$.

If $V$ and $w$ are both raised by $\Delta$, then $D_w$ is unchanged and $H(w)$ becomes $H(w)+\Delta$. All energies move rigidly. A reference tied to the levels thus removes the dependence on the zero of the potential. Ordinary ZORA is the case $w=0$ on whatever energy scale has been adopted.

The scalar-relativistic version follows from
\[
\sigma\!\cdot\!p\,K\,\sigma\!\cdot\!p
=p\!\cdot\!Kp+\sigma\!\cdot(\nabla K\times p),\qquad K=c^2/D_w .
\]
Dropping the last term removes spin--orbit coupling. At $w=E$ the result agrees with the energy-dependent scalar equation $[V+p\cdot(c^2/D_E)p]\phi=E\phi$. That is not agreement with the full Dirac equation.

\section*{(b) The error away from the level}

\textit{Find $\mu(w)-E$ without assuming that $w$ is close to $E$. Then obtain its leading term and explain the sign.}

\subsection*{Solution}

The two operators differ only in their kinetic parts. Since $D_E-D_w=E-w$,
\[
\frac1{D_w}-\frac1{D_E}=\frac{D_E-D_w}{D_wD_E}=\frac{E-w}{D_wD_E}.
\]
Take the matrix element of $H(w)-H(E)$ between $\phi$ and $\phi_w$. Letting $H(E)$ act to the left gives
\[
\langle\phi|H(w)-H(E)|\phi_w\rangle=[\mu(w)-E]\langle\phi|\phi_w\rangle .
\]
Evaluating the same element from the kinetic operators gives
\[
(E-w)\left\langle\frac{c\,\sigma\!\cdot\!p\,\phi}{D_E}\middle|
\frac{c\,\sigma\!\cdot\!p\,\phi_w}{D_w}\right\rangle
=(E-w)\langle\chi|\chi_w\rangle,
\]
where $\chi_w=c\,\sigma\cdot p\,\phi_w/D_w$. For nonzero overlap $\langle\phi|\phi_w\rangle$, it follows that
\begin{equation}
\mu(w)-E=(E-w)\frac{\langle\chi|\chi_w\rangle}{\langle\phi|\phi_w\rangle}.
\label{identity}
\end{equation}
No expansion in $E-w$ has been made.

For a level isolated within its symmetry class, $\phi_w$ can be chosen to vary smoothly with $w$. As $w\to E$, it tends to $\phi$ and $\chi_w$ tends to $\chi$. The quotient then differs from its limit by a term of first order in $E-w$, and
\begin{equation}
\mu(w)-E=\eta(E-w)+O\!\left((E-w)^2\right),\qquad
\eta=\frac{\langle\chi|\chi\rangle}{\langle\phi|\phi\rangle}.
\label{linear}
\end{equation}
This is the linear error law. Its coefficient is the ratio of the lower to the upper norm in the Dirac state.

A reference below the level makes $D_w$ too small, hence the kinetic term too large and the energy too high. A reference above the level does the reverse. When $|V|$ and $|E|$ are small compared with $2c^2$ in the region where $|\sigma\cdot p\,\phi|^2$ is concentrated, \eqref{chi} gives $\chi\simeq\sigma\cdot p\,\phi/(2c)$. Then $\eta\simeq\langle p^2\rangle/(4c^2)$, which vanishes in the nonrelativistic limit. For a state that penetrates to a heavy nucleus the condition on $V$ fails and the estimate is rough: for hydrogen-like ions it is too high by 32 per cent for the 1s level and 16 per cent for the 6s level at $Z=80$, but by only 1 per cent for the 4s level at $Z=20$.

\section*{(c) Pairing levels and finding the reference}

\textit{Can one ordered ZORA level reproduce two Dirac levels, each with its own energy as the reference? How can the reference be found when $E$ is unknown?}

\subsection*{Solution}

Increasing $w$ lowers $c^2/D_w$ at every point, so it cannot raise the expectation value of $H(w)$ in any trial state. By the min--max principle, the $n$th eigenvalue $\mu_n(w)$, counted from below within a symmetry class or at fixed $k$, cannot rise. Hence $\mu_n(w)-w$ decreases strictly and has at most one zero. By part (a), such a zero is a Dirac energy, so the $n$th ZORA curve reproduces at most one Dirac level with that level's own energy as the reference. At a distant reference the curve may happen to take the value of another Dirac energy, but its eigenfunction is then not the upper component of that Dirac state.

For an isolated level the slope follows from the Hellmann--Feynman theorem. Since $\partial D_w^{-1}/\partial w=-D_w^{-2}$,
\begin{equation}
\frac{d\mu}{dw}
=-\frac{\langle\phi_w|\sigma\!\cdot\!p\,c^2D_w^{-2}\,\sigma\!\cdot\!p|\phi_w\rangle}{\langle\phi_w|\phi_w\rangle}
=-\frac{\langle\chi_w|\chi_w\rangle}{\langle\phi_w|\phi_w\rangle}.
\label{slope}
\end{equation}
At $w=E$ this is $-\eta$, in agreement with \eqref{linear}.

To find an unknown energy, use each result as the next reference: $w_{j+1}=\mu(w_j)$. With $\delta_j=w_j-E$, equation \eqref{linear} gives
\begin{equation}
\delta_{j+1}=-\eta\,\delta_j+O(\delta_j^2).
\label{iteration}
\end{equation}
Close to the level, the error changes sign and shrinks by the factor $\eta$ at each pass if $\eta<1$. This serves a single level; different levels end with different operators.

\section*{(d) The Coulomb potential}

\textit{For $V=-Z/r$, relate the ZORA energy to the Dirac energy by a change of length scale. What happens to the higher-order terms in the error?}

\subsection*{Solution}

Start from the eliminated Dirac equation,
\[
\left[-\frac Zr-E+\sigma\!\cdot\!p\,
\frac{c^2}{2c^2+E+Z/r}\,\sigma\!\cdot\!p\right]\phi=0 .
\]
Put $r=\lambda s$ with $\lambda>0$, so that $p=p_s/\lambda$, and multiply by $\lambda$. The two momenta supply $\lambda^{-2}$ and the multiplication supplies $\lambda$. The remaining $\lambda^{-1}$ can be absorbed in the denominator:
\[
\left[-\frac Zs-\lambda E+\sigma\!\cdot\!p_s\,
\frac{c^2}{\lambda(2c^2+E)+Z/s}\,\sigma\!\cdot\!p_s\right]\phi=0 .
\]
This is the ZORA equation if $\lambda(2c^2+E)=2c^2+w$ and $\mu=\lambda E$. Therefore
\begin{equation}
\mu(w)=E\,\frac{2c^2+w}{2c^2+E},\qquad
\mu(w)-E=\frac{-E}{2c^2+E}\,(E-w).
\label{coulomb}
\end{equation}
The error is linear for every allowed $w$; the higher-order terms vanish. Comparison with \eqref{linear} identifies $\eta=-E/(2c^2+E)$.

For $Z=80$, the 1s energy is $E=-3532.192$ hartree and $2c^2=37557.73$ hartree, so
\[
\eta=\frac{3532.192}{37557.73-3532.192}=0.10381 .
\]
At $w=0$ the error is $\eta E=-366.7$ hartree. The separately computed ZORA energy is $-3898.869$ hartree, which has this error relative to the Dirac value. At $w=E$ the Dirac energy is recovered. The 2s and 2p$_{1/2}$ levels, degenerate in the Dirac equation, remain degenerate because $\mu$ depends on the state through $E$ alone.

A weak-coupling check shows why the reference matters even when relativity is weak. The Dirac 1s energy is
\[
E=c^2\left(\sqrt{1-Z^2/c^2}-1\right)
=-\frac{Z^2}{2}-\frac{Z^4}{8c^2}+O(c^{-4}).
\]
At $w=0$, equation \eqref{coulomb} adds $-E^2/(2c^2)=-Z^4/(8c^2)$ to leading order. The first relativistic correction to the 1s level is thus doubled. With $w=E$ the extra term is absent.

\section*{(e) One reference for the valence bands}

\textit{Let $i$ label the valence levels to be described, including their $k$ points, with equal weights. Choose one $w$ for them by a stated measure of error. Which errors can this choice not remove?}

\subsection*{Solution}

A separate reference for each level would reproduce each energy, but the functions would belong to different operators and need not be orthogonal at the same $k$. With one common $w$, they are eigenfunctions of one Hermitian operator. To leading order their errors are
\[
e_i(w)=\eta_i(E_i-w).
\]

If the aim is the smallest root-mean-square (rms) error, minimize $S=\sum_i\eta_i^2(E_i-w)^2$:
\[
\frac{dS}{dw}=-2\sum_i\eta_i^2(E_i-w)=0 .
\]
The second derivative, $2\sum_i\eta_i^2$, is positive, so the minimum is at
\begin{equation}
w_{\rm ls}=\frac{\sum_i\eta_i^2E_i}{\sum_i\eta_i^2}.
\label{ls}
\end{equation}
If the aim is a correct sum of the selected energies, require $\sum_i e_i=0$, which gives
\begin{equation}
w_{\rm sum}=\frac{\sum_i\eta_iE_i}{\sum_i\eta_i}.
\label{sum}
\end{equation}
For a sum over occupied states, the sums run over those states with their occupation and $k$-point weights.

When the $\eta_i$ are not known, use
\[
|e_i|\leq\eta_{\max}\max_j|E_j-w| .
\]
The right side is smallest at the midpoint of the valence range, where it equals $\eta_{\max}$ times half the range. The midpoint is therefore a simple choice that needs band energies alone.

Both weighted choices can be estimated from a preliminary ZORA calculation, with $\eta_i$ replaced by the norm ratio in \eqref{slope}. An error $\delta w$ in the reference changes level $i$ by about $-\eta_i\delta w$, so the reference need not be known as precisely as the final energies.

For two levels $a$ and $b$, the error in their separation is
\begin{equation}
e_a-e_b=\eta_aE_a-\eta_bE_b-(\eta_a-\eta_b)w .
\label{separation}
\end{equation}
If $\eta_a=\eta_b=\eta$, it is $\eta(E_a-E_b)$ whatever $w$ is. If the ratios differ, some $w$ cancels this one error at leading order, but it may lie far from both levels and spoil their absolute energies. Deep core levels are also far from a valence reference.

These limits concern the eigenvalues $\mu_i(w)$ taken as they stand. The linear law can also be solved for each level afterwards. With $\eta_{w,i}$ the norm ratio in \eqref{slope}, the estimate $E_i\simeq(\mu_i+\eta_{w,i}w)/(1+\eta_{w,i})$ leaves an error of second order in $E_i-w$. This is the scaled-ZORA correction. For $V=-Z/r$ it is exact, because \eqref{coulomb} makes the slope equal to $-\eta$ for every $w$. It corrects energies only; the eigenfunctions remain those of $H(w)$.

\section*{(f) A periodic example}

\textit{Apply these choices to a one-dimensional periodic Dirac model, and separate what the reference repairs from what remains.}

\subsection*{Solution}

In one dimension $\sigma\cdot p$ is replaced by $p$, with one upper and one lower component. The preceding operator algebra is unchanged, but the model has no spin--orbit coupling. Each cell, of length 4 bohr, holds two concentric attractive wells of the form $-V_0e^{-(x/s)^2}$. One has $V_0=2000$ hartree and $s=0.1$ bohr, the other $V_0=10$ hartree and $s=0.6$ bohr. These are model parameters, not those of a material. The full Dirac and ZORA problems are diagonalized separately with 401 plane waves at eight $k$ points in half the Brillouin zone.

\paragraph{Single levels.}
At $k=0.34361$ bohr$^{-1}$, a level of the seventh band has $E=-0.207187$ hartree and $\eta=8.397\times10^{-5}$. The numerical slope $d\mu/dw$ is $-8.397\times10^{-5}$, as \eqref{slope} requires. With $w=E$, the Dirac and ZORA energies agree within the numerical tolerance of $10^{-7}$ hartree. The identity \eqref{identity} was also tested with $w$ placed 100 hartree above the level.

The lowest core level has $E=-1712.137$ hartree and $\eta=3.7436\times10^{-3}$. At $w=0$ the linear law predicts an error $\eta E=-6.410$ hartree, while the computed error is $-6.205$ hartree. The difference is the higher-order part, visible because the reference is 1712 hartree away. Near the level, doubling the offset from 100 to 200 hartree multiplies the remainder after the linear term by 3.991, close to the factor 4 of a quadratic term.

Iteration from $w=0$ gives successive core errors of $-6.205$, $2.323\times10^{-2}$ and $-8.697\times10^{-5}$ hartree. Both successive ratios are $-3.744\times10^{-3}$, in agreement with \eqref{iteration}.

\paragraph{Three positions of the reference.}
The first band wider than 0.05 hartree and the next one are taken as the valence set. On the $k$ mesh they cover $-0.3190$ to $0.0312$ hartree and $0.8747$ to $1.7767$ hartree. Their $\eta$ values range from $6.58\times10^{-5}$ to $1.590\times10^{-4}$.

Suppose first that the cell-average potential is taken as zero and ordinary ZORA is used. On the present energy scale this means
\[
w=-\frac{\sqrt\pi}{4}(2000\times0.1+10\times0.6)
=-91.28\ \text{hartree}.
\]
The rms valence error is $1.158\times10^{-2}$ hartree, or 315 meV, relative to the Dirac bands. The deep model well makes this reference unusually remote, so the size should not be transferred to a real solid. Moving the reference to $w=0$, within $3\times10^{-4}$ hartree of the interstitial potential, reduces the rms error to $1.445\times10^{-4}$ hartree.

The midpoint of the valence set is
\[
w=\frac{-0.3190+1.7767}{2}=0.729\ \text{hartree}.
\]
It gives an rms error of $8.94\times10^{-5}$ hartree. The largest error is $1.515\times10^{-4}$ hartree, below the leading-order bound
\[
1.590\times10^{-4}\times\frac{1.7767+0.3190}{2}
=1.666\times10^{-4}\ \text{hartree}.
\]

\paragraph{The weighted choices.}
Equation \eqref{ls} gives $w_{\rm ls}=0.928$ hartree and an rms error of $8.58\times10^{-5}$ hartree, or 2.34 meV. Minimizing the recomputed errors without using $\eta_i$ finds the same reference to the digits given. Equation \eqref{sum} gives $w_{\rm sum}=0.769$ hartree. There the mean error is $1.4\times10^{-9}$ hartree, although the rms error is still $8.81\times10^{-5}$ hartree: positive and negative errors cancel in the sum.

For the uncorrected eigenvalues of this model, the decisive step is to bring the reference into the valence region. Refining it from the midpoint to $w_{\rm ls}$ lowers the rms error by about 4 per cent. The scaled correction of part (e) does more than any choice of $w$ alone: it lowers the rms valence error to $2.6\times10^{-5}$ hartree at the cell-average reference and to below $10^{-8}$ hartree at $w_{\rm ls}$. With 32 $k$ points in place of eight, $w_{\rm ls}$, $w_{\rm sum}$ and their rms errors are unchanged to the digits given. The sampled range widens to $-0.3213$ to $1.7897$ hartree, the midpoint moves to $0.734$ hartree, and the zero of the separation error found below moves from $3.53$ to $3.57$ hartree.

\paragraph{What remains.}
The separation between the lowest and highest sampled valence levels is in error by $2.778\times10^{-4}$ hartree at $w=0$ and by $2.048\times10^{-4}$ hartree at $w_{\rm ls}$. By \eqref{separation}, the difference in their norm ratios is about
\[
\eta_{\rm high}-\eta_{\rm low}
=\frac{(2.778-2.048)\times10^{-4}}{0.928}
=7.9\times10^{-5}.
\]
Linear extrapolation puts the zero of the separation error near
\[
w=\frac{2.778\times10^{-4}}{7.9\times10^{-5}}\simeq3.5\ \text{hartree},
\]
well above the valence set. At that reference, the linear law would make every valence level too low by more than $10^{-4}$ hartree. Correcting this one separation would therefore worsen the rms error of the absolute energies.

The lowest core level at $w_{\rm ls}$ is still in error by $-6.208$ hartree. An uncorrected eigenvalue is accurate only for levels near the reference. The scaled correction reduces this core error to $-0.197$ hartree, the higher-order part; removing that as well needs a reference near the core level. The values used here are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
speed of light c = 137.035999 a.u.
Coulomb test, Z = 80
1s1/2: Dirac -3532.19209 Eh, ZORA w=0 -3898.86906 Eh, w=E -3532.19209 Eh
2s1/2: Dirac -904.84778 Eh, ZORA w=0 -927.18571 Eh, w=E -904.84778 Eh
2p1/2: Dirac -904.84778 Eh, ZORA w=0 -927.18571 Eh, w=E -904.84778 Eh
Periodic model: cell 4.0 bohr, 8 k points, 401 waves
well: depth 2000 Eh, width 0.1 bohr
well: depth 10 Eh, width 0.6 bohr
k for single-level tests = 0.34361 1/bohr
lowest core: E = -1712.137462 Eh, eta = 3.743591e-03
  d mu/dw = -3.743591e-03, |mu(E)-E| = 1.3e-11 Eh
valence: E = -0.207187 Eh, eta = 8.396571e-05
  d mu/dw = -8.396571e-05, |mu(E)-E| = 1.4e-12 Eh
core remainder ratio, offsets 200 and 100 Eh: 3.9914
core errors in iteration: -6.205e+00, 2.323e-02, -8.697e-05 Eh
bands below the valence pair: 6
band 7: -0.318997 to 0.031153 Eh
band 8: 0.874747 to 1.776664 Eh
valence eta: 6.5848e-05 to 1.5904e-04
cell average: w = -91.28137 Eh
  rms 11581.9681, max 14756.3036, mean 11137.5485 microEh
  valence span error 7524.0831 microEh
interstitial zero: w = 0.00000 Eh
  rms 144.5433, max 256.8111, mean 92.8438 microEh
  valence span error 277.8164 microEh
midpoint: w = 0.72883 Eh
  rms 89.3838, max 151.4552, mean 4.8257 microEh
  valence span error 220.4530 microEh
least squares: w = 0.92772 Eh
  rms 85.8354, max 122.7068, mean -19.1924 microEh
  valence span error 204.8009 microEh
zero sum: w = 0.76878 Eh
  rms 88.1182, max 145.6808, mean 0.0014 microEh
  valence span error 217.3091 microEh
least-squares reference found numerically = 0.92777 Eh
midpoint error bound = 166.6458 microEh
rms, cell average = 315.16141 meV
rms, least squares = 2.33570 meV
lowest core error at valence reference = -6.20844 Eh
\end{verbatim}
